\section*{Computing the Ham Reduction Factor for a Linear E-e Jahn-Teller Defect}

\section{A splitting that shrinks with the basis}

An orbital doublet at a point defect has a spin-orbit splitting of 0.80 meV when the nuclei are clamped at the symmetric position. Let it couple to one doubly degenerate vibration of energy 80 meV, with a relaxation energy of 40 meV. If the basis admits at most one vibrational quantum, the splitting is multiplied by 0.447. With two quanta the factor is 0.333, with four 0.298, and from six quanta onward it stays at 0.297. The vibration therefore removes about 70 percent of the splitting, although its energy is a hundred times larger than the splitting itself. Two things need explaining: why the factor is so small, and why so few quanta suffice to find it.

\section{Model and conventions}

Let $|x\rangle,|y\rangle$ be the real orbitals of the doublet, and let the Pauli matrices act on them, with $\sigma_z|x\rangle=|x\rangle$. The mode has coordinates $Q_1,Q_2$, momenta $P_1,P_2$, mass $M$ and angular frequency $\omega$. The linear $E\otimes e$ Hamiltonian is
\begin{equation}
H=\frac{P_1^2+P_2^2}{2M}+\frac{M\omega^2}{2}(Q_1^2+Q_2^2)+F(Q_1\sigma_z+Q_2\sigma_x).
\label{H}
\end{equation}
Orbital angular momentum along the defect axis is imaginary and antisymmetric in real orbitals, hence proportional to $\sigma_y$. For spin $1/2$ we write
\begin{equation}
H_{\rm so}=\tfrac{\lambda}{2}\,s\,\sigma_y,\qquad s=\pm1,\quad \lambda>0,
\label{so}
\end{equation}
where $s$ is twice the spin projection and $\lambda$ is the clamped-nuclei splitting.

The matrix $Q_1\sigma_z+Q_2\sigma_x$ has eigenvalues $\pm Q$, with $Q^2=Q_1^2+Q_2^2$. The lower potential sheet is $M\omega^2Q^2/2-FQ$. Its derivative vanishes at $Q_0=F/(M\omega^2)$, a circular trough of depth
\begin{equation}
E_{\rm JT}=\frac{F^2}{2M\omega^2}.
\end{equation}
Set $Q_{1,2}=\sqrt{\hbar/M\omega}\,(x,y)$ and $k=F/\sqrt{M\hbar\omega^3}$. The coupling becomes $V=k\hbar\omega(x\sigma_z+y\sigma_x)$, and
\begin{equation}
\eta\equiv\frac{E_{\rm JT}}{\hbar\omega}=\frac{F^2}{2M\hbar\omega^3}=\frac{k^2}{2}.
\end{equation}

For the example $\eta=40/80=0.5$ and $k=1$. With $M=12$ u, the mass of a carbon atom, $F=\omega\sqrt{2ME_{\rm JT}}=12.12$ eV/nm. The trough radius is $Q_0=2E_{\rm JT}/F=0.080/12.12=0.0066$ nm. The mass sets this length, but the factor that multiplies the splitting depends on $\eta$ alone.

\section{The matrix and the reduction factor}

With $x=(a_1+a_1^\dagger)/\sqrt2$, and likewise for $y$, the nonzero coordinate elements are
\begin{equation}
\langle n_1+1|x|n_1\rangle=\sqrt{(n_1+1)/2}
\end{equation}
and their transposes. The calculation has four steps.
\begin{enumerate}
\item List all $(n_1,n_2)$ with $n_1+n_2\le N$. With two orbitals the matrix has $(N+1)(N+2)$ rows.
\item Put $\hbar\omega(n_1+n_2+1)$ on the diagonal and add $V$.
\item Find the two lowest real eigenvectors $v,w$, which are degenerate.
\item Diagonalise $\sigma_y$ within this pair.
\end{enumerate}
In the last step the diagonal elements vanish, because $\sigma_y$ is antisymmetric and the vectors are real. Writing $v_x,v_y$ for the parts of $v$ on the two orbitals, the off-diagonal element is $-i(v_x\!\cdot w_y-v_y\!\cdot w_x)$. The eigenvalues are therefore $\pm p$ with
\begin{equation}
|p|=|v_x\!\cdot w_y-v_y\!\cdot w_x| .
\end{equation}
To first order in $\lambda$, the operator (\ref{so}) splits the doublet by $|p|\lambda$. This $p$ is the Ham reduction factor. Its sign follows from the symmetry reduction below.

\section{Reduction to a chain}

Use the eigenstates $|\pm\rangle=(|x\rangle\pm i|y\rangle)/\sqrt2$ of $\sigma_y$. Direct action gives $\sigma_z|\pm\rangle=|\mp\rangle$ and $\sigma_x|\pm\rangle=\pm i|\mp\rangle$, so
\begin{equation}
V|\pm\rangle=k\hbar\omega\,(x\pm iy)\,|\mp\rangle .
\end{equation}
Define circular quanta by $a_\pm=(a_1\mp ia_2)/\sqrt2$. Then $a_+^\dagger+a_-=x+iy$, and this operator raises $\ell=n_+-n_-$ by one. Since $\sigma_y$ falls by two at the same time, the quantity
\begin{equation}
j=\ell+\tfrac12\sigma_y
\end{equation}
is conserved. Complex conjugation leaves $H$ unchanged and maps $j$ to $-j$, which explains the degeneracy. Truncation by total quanta respects both properties.

For $j=1/2$ there is one state for each total number of quanta $n$: $|+;n_+=m,n_-=m\rangle$ for $n=2m$, and $|-;m+1,m\rangle$ for $n=2m+1$. The ladder operators give the link $k\sqrt{m+1}$ from $2m$ to $2m+1$ and the link $k\sqrt m$ from $2m-1$ to $2m$. Both are contained in
\begin{equation}
b_n=k\sqrt{\lceil n/2\rceil}\qquad(n-1\leftrightarrow n).
\label{links}
\end{equation}
With $\varepsilon=E/\hbar\omega$ and real amplitudes $c_n$, the eigenvalue equation and the reduction factor are
\begin{align}
(\varepsilon-n-1)c_n&=b_nc_{n-1}+b_{n+1}c_{n+1},\label{rec}\\
p&=\sum_n(-1)^nc_n^2,\qquad \sum_nc_n^2=1.\label{p}
\end{align}
The reduction is now visible. Each added quantum reverses the orbital angular momentum, and $p$ is the weight of even quanta minus the weight of odd quanta.

The first two entries of the convergence series can be found by hand. For $N=1$ the matrix has diagonal $(1,2)$ and link $k$. Its lower state has $p=1/\sqrt{1+4k^2}=1/\sqrt5=0.447$. For $N=2$ and $k=1$ the diagonal is $(1,2,3)$ and both links are 1. With $u=\varepsilon-2$ the characteristic equation is $u(u^2-3)=0$, so $\varepsilon=2-\sqrt3$. With $c_0=1$, equation (\ref{rec}) gives
\begin{equation}
c_1=1-\sqrt3=-0.732,\qquad c_2=\frac{-c_1}{3-\varepsilon}=\frac{0.732}{2.732}=0.268 .
\end{equation}
Therefore $p=(1-0.536+0.072)/(1+0.536+0.072)=0.333$.

\section{Truncation and rounding errors}

For $n$ well above $\eta$, the term $b_{n+1}c_{n+1}$ in (\ref{rec}) is small, and
\begin{equation}
\frac{c_n^2}{c_{n-1}^2}\approx\frac{b_n^2}{(n+1-\varepsilon)^2}\approx\frac{k^2n/2}{n^2}=\frac{\eta}{n}.
\label{tail}
\end{equation}
The weights thus fall as $\eta^n/n!$, apart from slowly varying factors.

To carry this over to $p$, add $h\sigma_y$ to $H$. By the Hellmann-Feynman theorem $p=\partial E/\partial h$ at $h=0$, in the truncated basis as well as in the full one. Cutting the link beyond $N$ raises the energy, in second order, by about
\begin{equation}
\delta E\approx\hbar\omega\,\frac{b_{N+1}^2c_N^2}{N+2-\varepsilon}\sim\hbar\omega\,\frac{\eta^{N+1}}{N!}.
\end{equation}
Its derivative with respect to $h$ has the same factorial dependence, so the error of $p$ should shrink by about $\eta^2/[(N+1)(N+2)]$ when $N$ grows by two. From $N=4$ to $N=6$ this predicts a factor $0.25/30=1/120$. The computed errors, relative to the converged $p$, are $3.4\times10^{-3}$ and $3.3\times10^{-5}$, a factor of about $1/100$. The estimate captures the rate but not the prefactor. From $N=12$ to $N=20$ the value moves by $3\times10^{-13}$.

A calculation without oscillator functions gives the same answer. A sinc grid of $27\times27$ points with spacing 0.5 in $x$ and $y$ yields $p=0.2970170$, equal to the oscillator result in all printed digits.

At strong coupling the weights are centred near $n=\eta$ with a width of about $\sqrt\eta$, as (\ref{tail}) suggests, and $N$ must reach beyond this peak. For a relative error of $p$ below $10^{-4}$ the required cutoffs are $N=6$, 18 and 42 at $\eta=0.5$, 5 and 20. They lie about 5 to 8 times $\sqrt\eta$ above $\eta$.

Rounding also matters there, because (\ref{p}) subtracts two nearly equal sums. A relative error in the weights is amplified by up to $\sum c_n^2/|p|=1/|p|$. At $\eta=40$, where $p=4.1\times10^{-5}$, this factor is $2.5\times10^4$. Four to five digits are lost, which double precision can afford.

\section{Weak coupling}

Set $c_0=1$ and expand in $k$. At lowest order the $n=1$ equation reads $-c_1=k$, and the $n=0$ equation, $\varepsilon-1=kc_1$, then gives $\varepsilon=1-k^2$. Write the next term as $\varepsilon=1-k^2+e_4k^4$. The $n=0$ equation becomes
\begin{equation}
c_1=\frac{\varepsilon-1}{k}=-k+e_4k^3 .
\end{equation}
The $n=1$ equation, $(\varepsilon-2)c_1=k+kc_2$, gives
\begin{equation}
kc_2=(-1-k^2)(-k+e_4k^3)-k=(1-e_4)k^3+O(k^5).
\end{equation}
At lowest order the $n=2$ equation is $-2c_2=kc_1=-k^2$, since $c_3$ is of order $k^3$. Hence $c_2=k^2/2$ and $e_4=1/2$. The unnormalised weights are $1$, $k^2-k^4$ and $k^4/4$, so
\begin{align}
p&=\frac{1-k^2+\frac54k^4}{1+k^2-\frac34k^4}+O(k^6)\nonumber\\
&=\left(1-k^2+\tfrac54k^4\right)\left(1-k^2+\tfrac74k^4\right)+O(k^6)\nonumber\\
&=1-2k^2+4k^4+O(k^6).
\end{align}
The $k^4$ coefficient is $\frac74+1+\frac54=4$. With $k^2=2\eta$,
\begin{equation}
p=1-4\eta+16\eta^2+O(\eta^3).
\label{weak}
\end{equation}
The linear term comes from the one-quantum weight $k^2$. That weight is removed from the $+$ orbital and counted negatively in the $-$ orbital, hence the factor of two.

At $\eta=0.01$ the formula gives 0.96160 against the numerical 0.96153. At $\eta=0.05$ it gives 0.840 against 0.833. At $\eta=0.5$ it gives 3, which is useless: the terms of the series grow there instead of shrinking.

\section{Strong coupling}

In polar coordinates $V=k\hbar\omega\rho(\sigma_z\cos\phi+\sigma_x\sin\phi)$. The rotation $U=e^{-i\phi\sigma_y/2}$ satisfies $U^\dagger VU=k\hbar\omega\rho\,\sigma_z$. It replaces $\ell=-i\partial_\phi$ by $-i\partial_\phi-\sigma_y/2$, and $-i\partial_\phi$ now has the conserved value $j$. Removing a factor $\rho^{-1/2}$ from the radial function turns the angular kinetic energy into $(\ell^2-\frac14)/(2\rho^2)$, with
\begin{equation}
\ell^2\to\left(j-\tfrac12\sigma_y\right)^2=j^2+\tfrac14-j\sigma_y .
\end{equation}
The two quarters cancel, which leaves
\begin{equation}
\frac{H_j}{\hbar\omega}=\frac{p_\rho^2}{2}+\frac{\rho^2}{2}+\frac{j^2}{2\rho^2}+k\rho\sigma_z-\frac{j\sigma_y}{2\rho^2}.
\label{rad}
\end{equation}
Since $U$ commutes with $\sigma_y$, the mean of $\sigma_y$ is the same in both frames.

Without the last term the ground state lies on the sheet $\sigma_z=-1$, where $\langle\sigma_y\rangle=0$. This is the origin of the quench: on a single sheet the electronic state is real at each nuclear position and carries no orbital angular momentum. What survives comes from the upper sheet, admixed by the last term. Let $\chi$ be the radial ground state of the lower-sheet Hamiltonian $h_-$, with energy $\varepsilon$. The upper-sheet Hamiltonian is $h_-+2k\rho$. First-order perturbation theory gives
\begin{equation}
p=2\left\langle\chi\right|\frac{1}{h_--\varepsilon+2k\rho}\,\frac{j}{2\rho^2}\left|\chi\right\rangle\approx\left\langle\frac{1}{4k\rho^3}\right\rangle,\qquad j=\tfrac12 .
\label{mix}
\end{equation}
The two minus signs, one from the perturbation and one from the energy denominator, cancel, so $p>0$. Dropping $h_--\varepsilon$ is justified as follows. With $f=1/(2k\rho)$ and $g=f/\rho^2$, expanding the inverse gives the first correction $-\frac12\langle f(h_--\varepsilon)g\rangle$. Because $(h_--\varepsilon)\chi=0$, an integration by parts turns this into $-\frac14\langle f'g'\rangle$. This is of order $k^{-8}$, smaller than the leading $k^{-4}$ by $k^{-4}$.

The lower potential is $(\rho-k)^2/2-k^2/2+1/(8\rho^2)$, nearly a harmonic well centred at $k$. With $\delta=\rho-k$, $\langle\delta^2\rangle=1/2$ and $\langle\delta\rangle=O(k^{-3})$,
\begin{equation}
\langle\rho^{-3}\rangle=k^{-3}\left[1+\frac{6\langle\delta^2\rangle}{k^2}+O(k^{-4})\right]=k^{-3}\left[1+\frac{3}{k^2}+O(k^{-4})\right].
\end{equation}
Since $k^4=4\eta^2$,
\begin{equation}
p=\frac{1}{16\eta^2}\left[1+\frac{3}{2\eta}+O(\eta^{-2})\right].
\label{strong}
\end{equation}
The decay is a power law, because a kinetic coupling proportional to $1/\rho^2$ is divided by a sheet separation proportional to $\rho$. Formula (\ref{strong}) is 31 percent below the numerical value at $\eta=2$, 2.6 percent below at $\eta=10$ and 0.15 percent below at $\eta=40$. The last two deviations differ by a factor of about 17, close to the 16 expected of an $\eta^{-2}$ remainder. At $\eta=0.5$ the formula gives 1, so this limit fails for the example too, and diagonalisation is needed.

Equation (\ref{rad}) also gives the levels of slow rotation around the trough, $\varepsilon\approx-k^2/2+1/2+j^2/(2k^2)$. The gap from $j=1/2$ to $j=3/2$ tends to $\hbar\omega/k^2$. Subtracting the coupling energy $-k\langle\rho\rangle\approx-k^2$ and the zero-point energy 1 from $\varepsilon$ gives the mean number of quanta, $\eta-1/2$. This confirms where the weights are centred.

\section{Spin-orbit and strain splittings}

For $s=+1$ the $j=1/2$ state has energy $E(h)$ with $h=\lambda/2$, and its conjugate has $E(-h)$. The even orders cancel in the difference:
\begin{equation}
\Delta=E(\lambda/2)-E(-\lambda/2)=p\lambda+\frac{\lambda^3}{24}E'''(0)+\dots
\end{equation}
For $s=-1$ the two energies are exchanged, so each level keeps its spin degeneracy. Since $\sigma_y$ conserves $j$, the relevant energy denominators lie within one $j$ block and are of order $\hbar\omega$ or larger, even when the rotational gap is small. The relative correction is thus at most of order $(\lambda/\hbar\omega)^2$, here $10^{-4}$. Its coefficient is small: about $-0.06$ for the example, and falling roughly as $\eta^{-2}$ at strong coupling, where the separation of the sheets enters the denominators. For the example
\begin{equation}
p\lambda=0.2970\times0.80\ {\rm meV}=0.238\ {\rm meV},
\end{equation}
or 57 GHz. Diagonalising $H+H_{\rm so}$ in full changes this by a relative $-6\times10^{-6}$.

Strain along one direction adds $(w/2)\sigma_z$, which connects the two members of the doublet. The even chain states $|+;m,m\rangle$ go to $|-;m,m\rangle$, which belong to the partner. The odd states $|-;m+1,m\rangle$ go to $|+;m+1,m\rangle$, whereas the partner contains $|+;m,m+1\rangle$, so they do not contribute. Strain is therefore reduced by
\begin{equation}
q=\sum_{n\ \rm even}c_n^2=\frac{1+p}{2},
\end{equation}
which is 0.649 here and tends to $1/2$ rather than zero at strong coupling. In the doublet the two perturbations act along perpendicular Pauli directions:
\begin{equation}
\Delta=\sqrt{(p\lambda)^2+(qw)^2}.
\end{equation}
For $w=0.10$ meV this is $\sqrt{0.2376^2+0.0649^2}=0.246$ meV, as the full matrix also gives. Because $\sigma_z$ changes $j$, the formula requires $w$ to be small against the rotational gap as well.

\section{Model error and the real defect}

The truncation error at $N=6$ is already far below the error of the model. Three omissions can be sized.

Quadratic coupling adds $g\hbar\omega[(x^2-y^2)\sigma_z-2xy\sigma_x]$. The sheets are then split by twice
\begin{equation}
\hbar\omega\sqrt{k^2\rho^2+2kg\rho^3\cos3\phi+g^2\rho^4}.
\end{equation}
For small positive $kg$ the trough acquires three minima of depth $\hbar\omega k^2/[2(1-2g)]$ and three saddles of depth $\hbar\omega k^2/[2(1+2g)]$. Holding the minimum at 40 meV and setting the barrier to 4 meV gives $4g/(1+2g)=0.1$, so $g=0.026$ and $k=0.973$. The factor rises to 0.309, by 4 percent. The rise comes from the smaller $k$, which alone would give 0.311. At fixed $k=1$ the same $g$ lowers the factor by 0.6 percent.

Real defects couple to many phonons. Two modes at 60 and 100 meV, sharing the 40 meV equally, give $p=0.281$, lower by 5 percent. In weak coupling the one-quantum weights add, so $\eta$ is replaced by $20/60+20/100=0.533$. The direction agrees, although the coupling here is not weak.

The third omission is the strain above, which enlarges the splitting by 4 percent.

The parameters are round values in the rough regime of the negatively charged silicon-vacancy centre in diamond, whose measured ground-state splitting is roughly 50 GHz. The model's 57 GHz has the right size, but with chosen inputs this is no prediction. That centre has one hole in its orbital doublet. Passing from electron to hole reverses $F$ and $\lambda$. The first changes only the signs of the odd $c_n$, and the second exchanges the branches, so the size of the splitting is unaffected. Real centres depart from a single linear mode. The two trials above move the result by 4 to 5 percent, in opposite directions, but these sizes belong to the values chosen. Modes spread more widely, at 40 and 120 meV with the same equal shares, give $p=0.229$, lower by 23 percent, and a barrier of 12 meV gives $p=0.328$. Anharmonicity and coupling to other electronic states are left out and not sized. Unless the spectrum of coupled phonons is known, the model fixes the splitting only as about 0.2 meV.

Temperature limits how the splitting appears. At 4 K the thermal energy is 0.34 meV, and the upper branch holds $1/(1+e^{0.238/0.345})=33$ percent of the population. In the linear model the $j=\pm3/2$ pair lies 49 meV higher, and its $j=3/2$ member has $\langle\sigma_y\rangle=0.236$. The quadratic coupling above, with its 4 meV barrier, mixes the two members and splits them by 8 meV, to 46 and 54 meV, which nearly quenches their orbital angular momentum. At 300 K the Boltzmann factor for 49 meV is 0.15, so in either case a single reduction factor no longer describes the whole population: about 16 percent of it lies outside the ground doublet.

\section*{Computed values}
\begin{verbatim}
mode energy = 80.0 meV; E_JT = 40.0 meV
bare spin-orbit splitting = 0.80 meV; mass = 12.0 u
eta = 0.500; k = 1.0000 (dimensionless)
linear coupling F = 12.124 eV/nm
trough radius = 0.00660 nm
cutoff N, matrix size, p (dimensionless):
  N= 1 size=  6 p=0.4472136
  N= 2 size= 12 p=0.3333333
  N= 4 size= 30 p=0.2980123
  N= 6 size= 56 p=0.2970269
  N= 8 size= 90 p=0.2970171
  N=12 size=182 p=0.2970170
  N=20 size=462 p=0.2970170
shift of p from N=12 to N=20 = 2.9e-13
p from position grid = 0.2970170
ground energy = 18.6425 meV; mean quanta = 0.5300
eta, p, weak formula, strong formula (dimensionless):
   0.01 9.6153e-01 9.6160e-01 9.4375e+04
   0.05 8.3286e-01 8.4000e-01 7.7500e+02
   0.50 2.9702e-01 3.0000e+00 1.0000e+00
   2.00 3.9547e-02 5.7000e+01 2.7344e-02
  10.00 7.3796e-04 1.5610e+03 7.1875e-04
  40.00 4.0590e-05 2.5441e+04 4.0527e-05
quanta needed for p within 1e-4 relative:
  eta= 0.5 N=6
  eta= 5.0 N=18
  eta=20.0 N=42
reduced splitting p*lam = 0.23761 meV
same splitting as frequency = 57.45 GHz
full-matrix splitting = 0.23761 meV
relative higher-order part = -6.21e-06
quadratic: barrier = 4.0 meV, g = 0.02632, k = 0.9733
p with quadratic coupling = 0.30942
relative change of p = 4.17 percent
two modes: 60 and 100 meV, p = 0.28105
two-mode shift from N=8 to N=10 = 7.9e-08
relative change of p = -5.38 percent
strain factor q = 0.64851; bare strain splitting = 0.10 meV
splitting with strain: full = 0.24630 meV
splitting with strain: formula = 0.24630 meV
first vibronic gap = 48.871 meV; its <sigma_y> = 0.2358
thermal energy: 4 K = 0.3447 meV, 300 K = 25.852 meV
upper spin-orbit branch population at 4 K = 0.3342
Boltzmann factor of vibronic gap at 300 K = 0.1510
\end{verbatim}
